# A Finite-Volume Via Solver with Resistive Metal Interfaces

## Two layers and five cells

Take a flat film of ruthenium, 6 nm thick, in contact with a flat film of titanium nitride, 4 nm thick. The outer ruthenium surface is held at 1 mV and the outer nitride surface at 0. Current flows straight through, along $z$. The resistivities are $\rho_1=15$ µΩ cm for ruthenium and $\rho_2=250$ µΩ cm for the nitride, and the interface between them has a specific resistance $\rho_c=10^{-11}$ Ω cm². These are rough values for thin films.

The specific resistance is defined by the potential drop at the interface. With $J$ the current density in the $+z$ direction, and $\phi^-$, $\phi^+$ the potentials just before and just after the interface,

$$\phi^- - \phi^+ = \rho_c J .$$

Cut the stack into cells 2 nm thick: three in ruthenium and two in nitride, with the interface on the face between cells 3 and 4. Each cell stores one potential, that of its centre. Crossing half a cell costs a resistance times area of $h\rho/2$. In units of $10^{-12}$ Ω cm² this is 1.5 for ruthenium and 25 for nitride, while the interface costs 10. The path from one electrode to the other is then

| Step | Cost ($10^{-12}$ Ω cm²) |
|---|---|
| electrode to centre 1 | 1.5 |
| centre 1 to 2 | 1.5 + 1.5 = 3 |
| centre 2 to 3 | 3 |
| centre 3 to 4 | 1.5 + 10 + 25 = 36.5 |
| centre 4 to 5 | 50 |
| centre 5 to electrode | 25 |

No charge accumulates in steady state, so the same $J$ passes through every step and the costs add to 119. Hence

$$J=\frac{1\ \text{mV}}{119\times10^{-12}\ \Omega\,\text{cm}^2}=8.403\ \text{MA/cm}^2 .$$

Each centre potential is 1 mV minus the fraction of the total cost already paid:

$$\phi_2=1-\tfrac{4.5}{119}=0.962185,\qquad \phi_3=1-\tfrac{7.5}{119}=0.936975,$$
$$\phi_4=1-\tfrac{44}{119}=0.630252,\qquad \phi_5=\tfrac{25}{119}=0.210084,$$

all in mV. The difference $\phi_3-\phi_4=0.306723$ mV is not the interface jump, because it also contains two half-cell drops. To find the jump, continue the straight line through the two nearest centres on each side to the face, which is half a cell further on:

$$\phi^-=\tfrac32\phi_3-\tfrac12\phi_2=0.924370\ \text{mV},\qquad
\phi^+=\tfrac32\phi_4-\tfrac12\phi_5=0.840336\ \text{mV}.$$

Their difference is 0.084034 mV. The defining law gives $\rho_cJ=(10/119)$ mV $=0.084034$ mV, the same number. Five cells have reproduced a discontinuity that none of them stores.

## The face conductance

For a general mesh the assumptions are a steady current, a local Ohm's law $\mathbf J=-\nabla\phi/\rho$ in each metal, and an interface lying on cell faces. Charge conservation is $\nabla\cdot\mathbf J=0$. Integrating it over a cell and using the divergence theorem makes the sum of outward face currents zero.

Let neighbouring cells $P$ and $N$ have widths $h_1$ and $h_2$ normal to their common face, and let $J$ flow from $P$ to $N$. If $J$ is constant between the centres, the three successive drops are

$$\phi_P-\phi^-=\frac{h_1\rho_1}{2}J,\qquad \phi^--\phi^+=\rho_cJ,\qquad \phi^+-\phi_N=\frac{h_2\rho_2}{2}J .$$

Adding them eliminates both face potentials, so that $J=g(\phi_P-\phi_N)$ with

$$g=\frac{1}{h_1\rho_1/2+\rho_c+h_2\rho_2/2}.$$

For $h_1=h_2=h$ this is the conductance per area $1/(h\rho_1/2+\rho_c+h\rho_2/2)$. In the example it equals $2.74\times10^{10}$ S/cm².

Three limits show what it contains. With $\rho_c=0$ and equal widths, $g=2/[h(\rho_1+\rho_2)]$, so it is the resistivities that are averaged, as they must be in series. For $\rho_c\to\infty$ the face becomes insulating. For $h\to0$ the bulk terms vanish and $g\to1/\rho_c$, so refining the mesh does not remove the interface.

At an electrode face only half a cell is crossed, and $g_e=2/(h\rho)$.

## Why the planar result is exact

Let the layers have thicknesses $L_1$ and $L_2$ and the applied voltage be $V$. In the continuum $J$ is uniform and the potential is linear in each layer. The drops add to $V=J(\rho_1L_1+\rho_c+\rho_2L_2)$, so

$$J=\frac{V}{\rho_1L_1+\rho_c+\rho_2L_2},\qquad \phi^--\phi^+=\rho_cJ .$$

Insert the values of this continuum potential at the cell centres into the discrete equations. Between centres in one layer the potential difference is exactly $J$ times the sum of the half-cell terms. Across the interface it is exactly $J/g$, because the assumption of constant $J$ made in deriving $g$ is now true. At the electrodes it is $J/g_e$. Every face therefore carries the same $J$, and every cell balance is satisfied.

No other discrete solution exists. The difference $u$ of two solutions satisfies the balances with both electrodes at zero. Multiply each balance by $u_P$ and sum over cells. Each interior face appears twice, as $g(u_P-u_N)u_P$ and $g(u_N-u_P)u_N$, which gives

$$\sum_{\text{faces}}g(u_P-u_N)^2+\sum_{\text{electrode faces}}g_eu_P^2=0 .$$

Every term is non-negative, so all must vanish: $u$ is zero beside the electrodes and equal in neighbouring cells, hence zero everywhere. The discrete potentials are thus the continuum ones, for any number of cells and for unequal widths. Linear extrapolation, which needs two centres per layer, then gives the exact jump up to rounding.

This was tested on 20 random bilayers in dimensionless units, with two to eight cells per layer. The comparison solution came from the four continuum conditions: two electrode potentials, continuity of current, and the jump law. The largest deviation in potential, current or jump was $1.1\times10^{-14}$.

Exactness fails if the interface cuts a cell that is given a single resistivity, because this moves the boundary to a face. In the planar case it is recovered by putting the true distances from the two centres to the interface in place of $h_1/2$ and $h_2/2$. Shifting the boundary by $\delta$ at fixed total thickness changes the resistance times area by $\delta|\rho_2-\rho_1|$. For $\delta=1$ nm in the example this is $23.5\times10^{-12}$ Ω cm², more than twice $\rho_c$ itself.

## When current also flows sideways

In a via the normal current varies from point to point. Expand the potential about an interface normal to $z$, with $\partial_z\phi=-\rho J$ on each side:

$$\phi_P=\phi^-+\frac h2\rho_1J+\frac{h^2}{8}\partial_z^2\phi_1+\dots,\qquad
\phi_N=\phi^+-\frac h2\rho_2J+\frac{h^2}{8}\partial_z^2\phi_2+\dots$$

Subtracting and using the jump law gives

$$\phi_P-\phi_N=\frac Jg+\frac{h^2}{8}\left(\partial_z^2\phi_1-\partial_z^2\phi_2\right)+\dots$$

The scheme ignores the last term, which acts like a spurious potential jump of order $h^2$. For smooth fields one therefore expects an error in the potential of order $h^2$.

A case with a known solution tests this. Take a unit square with insulating sides, $\phi=0$ at the bottom and $\phi=\cos kx$ at the top, where $k=\pi$. The interface is at $z=a=0.4$, and $b=0.6$ is the upper thickness. Both functions below satisfy Laplace's equation and carry no current through the sides:

$$\phi_1=A\sinh(kz)\cos kx,$$
$$\phi_2=[B\cosh k(z-a)+C\sinh k(z-a)]\cos kx .$$

Continuity of $-\partial_z\phi/\rho$ at $z=a$ gives $Ak\cosh(ka)/\rho_1=Ck/\rho_2$. The jump law gives $A\sinh ka-B=-\rho_ckA\cosh(ka)/\rho_1$. Therefore

$$\frac CA=\frac{\rho_2}{\rho_1}\cosh ka,\qquad \frac BA=\sinh ka+\frac{\rho_ck}{\rho_1}\cosh ka,$$

and the top electrode fixes $A$ through $B\cosh kb+C\sinh kb=1$.

For $\rho_1=1$, $\rho_2=5$ and $\rho_c=0.3$, the root-mean-square error in potential is $6.5\times10^{-4}$ with 20 cells per side and $1.64\times10^{-4}$ with 40. The ratio 3.96 is close to the factor 4 of second order. With 40 cells the jump, computed as $\rho_c$ times the face current density, is wrong by at most $1.4\times10^{-4}$ of its largest value.

## The general algorithm

1. Build a rectangular mesh whose faces coincide with all material boundaries. Give each cell a resistivity, infinite in insulators, and each face a $\rho_c$, zero where no interface lies.
2. For each face of area $S_f$ compute $G_f=S_fg_f$. Faces touching an insulator get $G_f=0$.
3. For each conducting cell write
$$\sum_fG_f(\phi_P-\phi_{N_f})+\sum_eG_e(\phi_P-V_e)=0,$$
where $e$ runs over its electrode faces, $G_e=S_eg_e$, and $V_e$ is the electrode potential.
4. Remove the insulating cells and solve the sparse symmetric system.
5. Sum the currents through the faces of one electrode to get $I$, and divide the applied voltage by $I$. Local interface jumps are $\rho_cG_f(\phi_P-\phi_{N_f})/S_f$.

Every conducting region must touch an electrode; otherwise its potential is undetermined.

## A ruthenium pillar via

Two ruthenium lines, each $w=20$ nm wide and $t=40$ nm thick, are joined by an etched pillar 20 nm square and 40 nm high. The lowest 2 nm of the pillar is titanium nitride, with $\rho_c$ on both its faces. There is no liner on the pillar sides, and the ruthenium joint at the top is taken as perfect. The lower line arrives from the left and ends at the far edge of the pillar; the upper line starts at the near edge and leaves to the right. Lines and pillar have the same width, so nothing varies across it and a two-dimensional mesh suffices.

Each line has an arm of length 80 nm between electrode and pillar edge. The via resistance is defined as the total minus the uniform resistance of both arms. For arms at least as long as the line is thick, this definition is insensitive to arm length: with 1 nm cells, arms of 60 and 80 nm both give 41.70 Ω and arms of 40 nm give 41.69 Ω, while arms of 20 nm give 41.61 Ω.

**The stack in series.** It is convenient that 1 µΩ cm is 10 Ω nm and $10^{-11}$ Ω cm² is 1000 Ω nm². With the area $w^2=400$ nm²,

$$\frac{150\times38}{400}+\frac{2500\times2}{400}+2\times\frac{1000}{400}=14.25+12.5+5=31.75\ \Omega .$$

This is a lower bound. Each cross-section of an arm or of the pillar carries the full $I$, and the Cauchy–Schwarz inequality gives $\int J_n^2\,dS\ge I^2/S$ on a section of area $S$. The dissipation there is at least that of uniform flow, and the line ends beneath and above the pillar can only add to it.

**An upper bound.** Any divergence-free current with the same $I$ and no flow through insulating walls dissipates at least as much as the true one. To see this, write the trial current as $\mathbf J+\mathbf d$, where $\mathbf d$ carries no net current through either electrode. The cross term in the dissipation is twice

$$\int\rho\,\mathbf J\cdot\mathbf d\,dV+\int\rho_cJ_nd_n\,dS .$$

Since $\rho\mathbf J=-\nabla\phi$ and $\nabla\cdot\mathbf d=0$, the first integral becomes surface terms. The electrode terms vanish because $\phi$ is constant there, and the interface terms give $-\int(\phi^--\phi^+)d_n\,dS$, which cancels the second integral. What remains beyond the true dissipation is quadratic in $\mathbf d$ and non-negative.

In the lower line end, with $x$ measured from the near pillar edge and $z$ from the line bottom, choose

$$J_x=\frac{I}{wt}\left(1-\frac xw\right),\qquad J_z=\frac{Iz}{w^2t}.$$

The derivatives $\mp I/(w^2t)$ cancel, the inflow matches the arm, and the outflow at $z=t$ is the uniform $I/w^2$. Integrating over the block of depth $w$,

$$\frac{\text{power}}{I^2}=\rho_1w\left[\frac{t}{w^2t^2}\frac w3+\frac{w}{w^4t^2}\frac{t^3}{3}\right]=\rho_1\left(\frac1{3t}+\frac{t}{3w^2}\right).$$

This is $1.25+5=6.25$ Ω. The upper line end adds the same amount, so the bound is $31.75+12.5=44.25$ Ω. Both bounds also hold if the upper line is turned at right angles to the lower one, since the trial current can be turned with it.

**The computed value.** Cells of 2, 1 and 0.5 nm give 41.78, 41.70 and 41.67 Ω. The successive changes shrink by a factor 2.8, less than the 4 expected of smooth fields. The fields are least smooth at the sharp inner corner where pillar and upper line meet. Metal fills 270° around it. With $r$ the distance from the corner and $\theta$ the angle from one wall, the potential there can contain a term $r^{2/3}\cos(2\theta/3)$, which satisfies Laplace's equation and carries no current through either wall. Its second derivatives diverge at the corner, so the expansion behind the factor 4 does not hold there. The dissipation within a distance $h$ of such a corner scales as $h^{4/3}$, which suggests a factor $2^{4/3}=2.5$. An all-ruthenium via, with two such corners, gives 2.5. A via with a film at both ends of the pillar has none and gives about 3.4, so on these meshes the film corner also keeps the factor below 4. Further refinement lowers the value by another 0.02 Ω, to a limit near 41.65 Ω. The result is thus about 41.7 Ω, between the bounds and 9.9 Ω above the series stack. The excess comes from the line ends, where current must turn and climb through the line thickness, and from any non-uniform flow elsewhere.

Setting $\rho_c=0$ with all else fixed lowers the result by 5.0 Ω. The change cannot be less than $2\rho_c/w^2=5$ Ω: the true current with interfaces dissipates at least $I^2\rho_c/w^2$ in each, and its bulk dissipation is no less than the minimum reached when $\rho_c=0$.

**Where the current crosses.** The half of the lower interface nearer the incoming arm takes 51.9% of the current on 0.5 nm cells; the converged share is 51.95%. Replacing the film by ruthenium and removing $\rho_c$ together raises this share to 58.7%. In this geometry the film and its interfaces thus even out the flow, because a resistance in series with every path makes differences between paths less important. At a drive of 20 µA the mean interface jump is

$$2\times0.5194\times20\ \text{µA}\times2.5\ \Omega=0.0519\ \text{mV}$$

over the near half and 0.0481 mV over the far half.

## What a real via changes

The example resembles a subtractively etched ruthenium interconnect, with rough material values and round dimensions; 41.7 Ω is a model result, not a measurement. The value $10^{-11}$ Ω cm² is a reasonable scale for a clean contact between metals, but oxide or etch residue can raise it strongly, and each further $10^{-11}$ Ω cm² on both faces adds at least 5 Ω. Operation at 378 K instead of 298 K, with a rough slope of 0.03 µΩ cm/K, raises the ruthenium resistivity to 17.4 µΩ cm and the via resistance by 3.9 Ω, nitride and interfaces held fixed. Ruthenium is also anisotropic: if its vertical resistivity is 0.8 of the in-plane value, a rough figure for grains with the hexagonal axis upright, the result falls by 4.2 Ω. Each of these two shifts is about a tenth of the total.

The local Ohm's law needs a mean free path $l$ short compared with the structure. For an isotropic Fermi surface, with density of states $D$ and speed $v$, the conductivity is $e^2Dvl\langle\cos^2\theta\rangle=e^2Dvl/3$. In the ballistic conductance per area only the forward-moving half of the states counts, and their mean $\cos\theta$ is 1/2, which gives $e^2Dv/4$. The ballistic, or Sharvin, resistance of the opening is therefore $\tfrac43\rho l/w^2$. With a rough $\rho l=5\times10^{-12}$ Ω cm² it is 1.7 Ω, and $l=3.3$ nm. This is a scale for nonlocal corrections, not a term to add. This $l$ is that of ruthenium. It is short beside the 20 nm pillar, but not beside the 6 nm film of the opening example, which shows the arithmetic of the method rather than a realistic prediction for so thin a layer. Dividing the film's resistance into bulk and interface parts requires the nitride's own mean free path to be short compared with 2 nm, which is assumed here.

Self-heating is small if the via ends are treated as equipotentials held at temperature $T$. Assume the Wiedemann–Franz law, with thermal conductivity $L_0T/\rho$ and $L_0=\pi^2k_B^2/(3e^2)$. For a small rise, $\Delta T=\phi(V-\phi)/(2L_0T)$ solves the heat equation: the quantity $(L_0T/\rho)\nabla\Delta T=(V-2\phi)\nabla\phi/(2\rho)$ has divergence $-|\nabla\phi|^2/\rho$, minus the Joule heat. The interfaces fit the same formula if their thermal conductance per area is $L_0T/\rho_c$ and half of their Joule heat is released on each side: the heat flux $(V-2\phi)J/2$ then rises by $(\phi^--\phi^+)J=\rho_cJ^2$, and its mean over the two sides times $\rho_c/(L_0T)$ equals the drop in $\Delta T$. The largest value the formula allows, at $\phi=V/2$, is

$$\Delta T_{\max}=\frac{V^2}{8L_0T}=\frac{3T}{8\pi^2}\left(\frac{eV}{k_BT}\right)^2 .$$

With $k_BT/e=32.6$ mV at 378 K, and $V=0.833$ mV from the via resistance at 298 K, this is 9 mK; the higher resistance at 378 K raises it to about 11 mK. Heating of the lines above their surroundings is a separate matter and is not included. The interface jumps near 0.05 mV are also far below $k_BT/e$, which supports a linear contact law.

## Computed values

```
planar tests, largest error (dimensionless): 1.1e-14
mode test rms error, 20 cells: 6.512e-04
mode test rms error, 40 cells: 1.644e-04
mode test error ratio: 3.962
mode test relative jump error, 40 cells: 1.37e-04
Ru resistivity (rough): 15.0 uohm cm
TiN resistivity (rough): 250.0 uohm cm
interface rho_c (rough): 1.00e-11 ohm cm2
bilayer cell width: 2 nm; Ru 3 cells, TiN 2 cells
bilayer voltage: 1.000 mV
half-cell Ru term: 1.500e-12 ohm cm2
half-cell TiN term: 2.500e-11 ohm cm2
face conductance per area: 2.7397e+10 S/cm2
bilayer current density: 8.4034 MA/cm2
  z = 1.0 nm, phi = 0.987395 mV
  z = 3.0 nm, phi = 0.962185 mV
  z = 5.0 nm, phi = 0.936975 mV
  z = 7.0 nm, phi = 0.630252 mV
  z = 9.0 nm, phi = 0.210084 mV
extrapolated jump: 0.084034 mV
exact jump: 0.084034 mV
adjacent-centre difference: 0.306723 mV
via and line width: 20 nm; line thickness: 40 nm
pillar height with film: 40 nm; film: 2 nm
length of each line arm: 80 nm
Ru pillar part: 14.250 ohm
TiN film part: 12.500 ohm
each interface: 2.500 ohm
series stack, lower bound: 31.750 ohm
upper bound: 44.250 ohm
via resistance, 2 nm cells: 41.7773 ohm
via resistance, 1 nm cells: 41.6977 ohm
via resistance, 0.5 nm cells: 41.6691 ohm
excess over series stack: 9.919 ohm
1 nm cells, arms of 60 nm: 41.6976 ohm
via resistance with rho_c = 0: 36.654 ohm
all-Ru via, no film or rho_c: 24.681 ohm
near-half current share: 51.94 %
near-half share, all-Ru via: 58.67 %
drive current: 20.0 uA
mean via current density: 5.00 MA/cm2
via voltage: 0.8334 mV
lower-interface mean jump, near half: 0.05194 mV
lower-interface mean jump, far half: 0.04806 mV
temperatures: reference 298.15 K, use 378.15 K
Ru slope (rough): 0.030 uohm cm/K
hot Ru resistivity: 17.40 uohm cm
change from heating Ru, 1 nm cells: +3.864 ohm
vertical/in-plane Ru resistivity (rough): 0.80
change from anisotropy, 1 nm cells: -4.215 ohm
Ru rho times free path (rough): 5.0e-12 ohm cm2
implied free path in this Ru: 3.33 nm
Sharvin resistance scale: 1.667 ohm
self-heating, ends at use temperature: 9.397 mK
thermal voltage at use: 32.59 mV
```
